# The tetrahedron density of states as a quadratic B-spline, part 1

(Sections cited here and not found follow in the second part.)

Take the tetrahedron with vertices $(0,0,0)$, $(q,0,0)$, $(q,q,0)$, $(q,q,q)$, with $q=0.2$ Å⁻¹, and let a band be linear inside it with the corner values $-1$, $0$, $0.5$ and $2$ eV. The plane on which the band equals $0.25$ eV cuts the tetrahedron in a quadrilateral of area $0.010653$ Å⁻². The band gradient has length $9.354143$ eV Å and the volume is $1.333333\times10^{-3}$ Å⁻³. Area divided by gradient and volume is the density of states, $0.854167$ eV⁻¹ when the area is carried to full precision. The same number comes from a sum that contains no wavevector:

$$3\,\frac{(0.5-0.25)^2}{(1.5)(0.5)(-1.5)}+3\,\frac{(2-0.25)^2}{(3)(2)(1.5)}=-0.166667+1.020833=0.854167\ \text{eV}^{-1}.$$

Each denominator is the product of the differences between one corner energy and the other three, and only corners above $0.25$ eV contribute. The reason is the Hermite–Genocchi formula, which turns a volume average over a simplex into a divided difference.

## A.1 Conventions

$T$ is a tetrahedron in $\mathbf k$-space with vertices $\mathbf k_1,\dots,\mathbf k_4$ and volume $V>0$. Every point of $T$ is $\mathbf k=\sum_i\lambda_i\mathbf k_i$ with barycentric coordinates $\lambda_i\ge0$, $\sum_i\lambda_i=1$. The band inside $T$ is the linear interpolant of its corner values,

$$\varepsilon(\mathbf k)=\sum_{i=1}^4\lambda_i e_i ,\tag{A1}$$

and the exact statements about one tetrahedron hold for this interpolant, not for a curved band through the same corner values. The average is $\langle f\rangle=V^{-1}\int_T f\,d^3k$. The corner energies, also called knots, are sorted as $e_1\le e_2\le e_3\le e_4$, with

$$e_{ij}=e_i-e_j,\qquad w_i=\prod_{j\ne i}(e_i-e_j),\qquad x_+=\max(x,0).$$

The algebra is in atomic units; no physical constant enters it, so each formula holds unchanged in eV and Å, the units of the numbers. Densities of states are per spin and normalized to one state.

## A.2 Divided differences

For distinct points $x_0,\dots,x_n$ the divided difference of order $n$ is

$$g[x_0,\dots,x_n]=\sum_{i=0}^n\frac{g(x_i)}{\Pi_i},\qquad \Pi_i=\prod_{j\ne i}(x_i-x_j).\tag{A2}$$

It is linear in $g$ and symmetric in the points. For four knots $\Pi_i=w_i$. Two rules are needed.

The recursion rule is

$$g[x_1,\dots,x_n]-g[x_0,\dots,x_{n-1}]=(x_n-x_0)\,g[x_0,\dots,x_n].\tag{A3}$$

It is proved by comparing the coefficient of each $g(x_i)$. Leaving the point $x_0$ out of the set removes the factor $x_i-x_0$ from $\Pi_i$, so the coefficient in the first term is $(x_i-x_0)/\Pi_i$, which correctly vanishes for $i=0$. In the second term it is $(x_i-x_n)/\Pi_i$, vanishing for $i=n$. The difference is $(x_n-x_0)/\Pi_i$ for every $i$. By symmetry any two points may take the roles of $x_0$ and $x_n$.

The linear-factor rule, the case of the Leibniz rule in which one factor is linear, concerns $p(x)=(x-E)f(x)$:

$$p[x_0,\dots,x_n]=(x_0-E)\,f[x_0,\dots,x_n]+f[x_1,\dots,x_n].\tag{A4}$$

It follows from $x_i-E=(x_0-E)+(x_i-x_0)$. The first part factors out of the sum, and the second gives the coefficients $(x_i-x_0)/\Pi_i$ just identified.

## A.3 The Hermite–Genocchi formula

Walk along the edges $1\to2\to3\to4$ and set

$$\mathbf k=\mathbf k_1+t_1(\mathbf k_2-\mathbf k_1)+t_2(\mathbf k_3-\mathbf k_2)+t_3(\mathbf k_4-\mathbf k_3).$$

Collecting the coefficient of each vertex gives $\lambda_1=1-t_1$, $\lambda_2=t_1-t_2$, $\lambda_3=t_2-t_3$, $\lambda_4=t_3$. The conditions $\lambda_i\ge0$ become $1\ge t_1\ge t_2\ge t_3\ge0$, the ordered simplex $S_3$. Its volume is $\int_0^1dt_1\int_0^{t_1}dt_2\,t_2=\int_0^1 \tfrac12t_1^2\,dt_1=\tfrac16$. The map is affine, so its Jacobian is a constant $J$, and $V=J/6$ fixes $d^3k=6V\,d^3t$. With (A1), $\varepsilon=e_1+t_1e_{21}+t_2e_{32}+t_3e_{43}$, and

$$\langle f(\varepsilon)\rangle=6\int_{S_3}f(e_1+t_1e_{21}+t_2e_{32}+t_3e_{43})\,d^3t .\tag{A5}$$

The vertices have left the problem. The average of any function of $\varepsilon$ depends on the four energies alone, whatever the shape and size of $T$.

For $g$ with $n$ continuous derivatives define

$$I_n(x_1,\dots,x_{n+1})=\int_{S_n}g^{(n)}\Big(x_1+\sum_{j=1}^nt_j(x_{j+1}-x_j)\Big)d^nt,$$

over $1\ge t_1\ge\dots\ge t_n\ge0$. The claim is $I_n=g[x_1,\dots,x_{n+1}]$ for distinct points, in any order. For $n=1$ the integral is $\int_0^1g'(x_1+t(x_2-x_1))\,dt=(g(x_2)-g(x_1))/(x_2-x_1)$, which is (A2). For $n>1$ let $A=x_1+\sum_{j<n}t_j(x_{j+1}-x_j)$ and do the innermost integral:

$$\int_0^{t_{n-1}}g^{(n)}\big(A+t_n(x_{n+1}-x_n)\big)dt_n=\frac{g^{(n-1)}\big(A+t_{n-1}(x_{n+1}-x_n)\big)-g^{(n-1)}(A)}{x_{n+1}-x_n}.$$

In the first argument the terms in $t_{n-1}$ combine to $t_{n-1}(x_n-x_{n-1})+t_{n-1}(x_{n+1}-x_n)=t_{n-1}(x_{n+1}-x_{n-1})$, which is the argument of $I_{n-1}$ for the points $x_1,\dots,x_{n-1},x_{n+1}$. The second argument $A$ belongs to $I_{n-1}$ for $x_1,\dots,x_n$. With the induction hypothesis,

$$I_n=\frac{g[x_1,\dots,x_{n-1},x_{n+1}]-g[x_1,\dots,x_{n-1},x_n]}{x_{n+1}-x_n}=g[x_1,\dots,x_{n+1}],$$

where the last step is (A3) with $x_n$ and $x_{n+1}$ as the two omitted points. Setting $n=3$ in (A5) gives

$$\langle g'''(\varepsilon)\rangle=6\,g[e_1,e_2,e_3,e_4].\tag{A6}$$

The factor 6 is the inverse volume of $S_3$. For complex $g$ the formula applies to the real and imaginary parts separately.

When knots coincide, (A2) is undefined but $I_n$ is not. Since $g^{(n)}$ is uniformly continuous on a closed interval, $I_n$ is a continuous function of the points, so the divided difference has a limit as points merge, and the limit equals $I_n$. This limit defines the confluent divided difference, and (A6) then holds for all knots. Four equal knots give $g[e,e,e,e]=g'''(e)/6$.

Two special cases are used repeatedly. A polynomial of degree below $n$ has $g^{(n)}=0$, so its divided difference of order $n$ vanishes. The monomial $x^n$ has $g^{(n)}=n!$, and $S_n$ has volume $1/n!$ (the $n!$ orderings of the $t_j$ divide the unit cube into congruent parts), so its divided difference is 1.

For $g=\sin(3x/\text{eV})$ and the knots of the example, the average of $g'''$ over a skewed tetrahedron by Gauss cubature and six times the divided difference, the two sides of (A6), both give $-5.31809025$ eV⁻³, and the program asserts agreement to $10^{-11}$ eV⁻³. Rejection sampling in a bounding box, which uses neither the map nor its Jacobian, gives $-5.360\pm0.072$ eV⁻³. The identity $I_3=g[\dots]$ is also tested symbolically for $x^3$, $x^5$ and $x^6$, and numerically for double, triple and fourfold knots with $g=e^{\alpha x}$ (the confluent right-hand side is evaluated as described in A.7).

## A.4 From the formula to the density of states

Formally $D(E)=\langle\delta(E-\varepsilon)\rangle$ calls for $g'''(x)=\delta(x-E)$, that is $g=\tfrac12(x-E)_+^2$. This $g$ is not three times continuously differentiable, so (A6) does not apply to it directly. The meaning of $D$ is that it is the function for which

$$\langle f(\varepsilon)\rangle=\int f(E)\,D(E)\,dE\quad\text{for every continuous } f,\tag{A7}$$

and (A6) yields it through Taylor's formula with integral remainder. Choose $a<e_1$ and $b>e_4$. Starting from $g(x)=g(a)+\int_a^xg'(E)\,dE$, integrate by parts with the antiderivative $-(x-E)$ of 1 and then with the antiderivative $-\tfrac12(x-E)^2$ of $x-E$:

$$\int_a^xg'\,dE=(x-a)g'(a)+\int_a^x(x-E)g''\,dE,$$

$$\int_a^x(x-E)g''\,dE=\tfrac12(x-a)^2g''(a)+\tfrac12\int_a^x(x-E)^2g'''\,dE .$$

The truncated power lets the upper limit move to $b$, because $(x-E)_+$ is zero for $E>x$:

$$g(x)=\text{quadratic in }x+\tfrac12\int_a^b(x-E)_+^2\,g'''(E)\,dE .$$

Apply the third divided difference in $x$ at distinct knots. It annihilates the quadratic, and being a finite sum it passes under the integral. With (A6),

$$\langle g'''(\varepsilon)\rangle=\int_a^b g'''(E)\;3\sum_i\frac{(e_i-E)_+^2}{w_i}\,dE .$$

Every continuous $f$ is the third derivative of some $g$, obtained by integrating three times, so this is (A7) with

$$D(E)=3\sum_{i=1}^4\frac{(e_i-E)_+^2}{w_i}.\tag{A8}$$

The function is unique: if two continuous candidates differed, their difference taken as $f$ would give a positive integral of a square where (A7) demands zero. The kernel $\tfrac12\sum_i(e_i-E)_+^2/w_i$ is the Peano kernel of the divided difference. The program tests (A7) for $f=-27\cos 3E$ against the cubature value.

The geometric expression of the opening is the same function. The points with $E<\varepsilon<E+dE$ fill a slab of thickness $dE/|\nabla\varepsilon|$ on the plane section of area $\mathcal A(E)$, so slicing the volume integral along the gradient gives (A7) with

$$D(E)=\frac{\mathcal A(E)}{|\nabla\varepsilon|\,V}.\tag{A9}$$

This shows $D\ge0$, which the alternating signs of $w_i$ hide in (A8).

For $E\ge e_4$ every term of (A8) vanishes. For the lower end use $(x-E)^2=(x-E)_+^2+(E-x)_+^2$. The left side is a quadratic in $x$ with zero third divided difference, so

$$D(E)=-3\sum_i\frac{(E-e_i)_+^2}{w_i},\tag{A10}$$

which vanishes for $E\le e_1$. The support is $[e_1,e_4]$. The volume fraction below $E$ is $N(E)=\langle\theta(E-\varepsilon)\rangle$. The step function is a bounded limit of continuous functions and the plane $\varepsilon=E$ has zero volume, so (A7) extends to it, and integrating (A10) term by term gives

$$N(E)=-\sum_i\frac{(E-e_i)_+^3}{w_i}.\tag{A11}$$

For $E\ge e_4$ this is minus the divided difference of $(E-x)^3=-x^3+\text{quadratic}$, which equals $+1$. The density of states has unit area.

## A.5 Piecewise form, smoothness and coinciding knots

Counting negative factors gives $w_1=-e_{21}e_{31}e_{41}$, $w_2=+e_{21}e_{32}e_{42}$, $w_3=-e_{31}e_{32}e_{43}$, $w_4=+e_{41}e_{42}e_{43}$. On $[e_1,e_2)$ only $i=1$ survives in (A10) and (A11):

$$D=\frac{3(E-e_1)^2}{e_{21}e_{31}e_{41}},\qquad N=\frac{(E-e_1)^3}{e_{21}e_{31}e_{41}}.\tag{A12}$$

On $[e_3,e_4)$ only $i=4$ survives in (A8), and $N=1-\int_E^{e_4}D\,dE'$:

$$D=\frac{3(e_4-E)^2}{e_{41}e_{42}e_{43}},\qquad N=1-\frac{(e_4-E)^3}{e_{41}e_{42}e_{43}}.\tag{A13}$$

On $[e_2,e_3)$ put $x=E-e_2$, so that $E-e_1=e_{21}+x$. The terms $i=1,2$ of (A10) give

$$D=\frac{3}{e_{31}e_{41}}\left[e_{21}+2x+x^2\,\frac{e_{32}e_{42}-e_{31}e_{41}}{e_{21}e_{32}e_{42}}\right].$$

Insert $e_{31}=e_{32}+e_{21}$ and $e_{41}=e_{42}+e_{21}$. Then $e_{31}e_{41}=e_{32}e_{42}+e_{21}(e_{32}+e_{21}+e_{42})=e_{32}e_{42}+e_{21}(e_{31}+e_{42})$, and the factor $e_{21}$ cancels from the denominator. With $r=(e_{31}+e_{42})/(e_{32}e_{42})$,

$$D=\frac{3\,[\,e_{21}+2x-rx^2\,]}{e_{31}e_{41}},\qquad N=\frac{e_{21}^2+3e_{21}x+3x^2-rx^3}{e_{31}e_{41}},\tag{A14}$$

where $N$ is the value $e_{21}^2/(e_{31}e_{41})$ of (A12) at $e_2$ plus the integral of $D$ over $x$.

For distinct knots each term $(E-e_i)_+^2$ is continuous with a continuous slope, and its second derivative rises from 0 to 2 at $e_i$. Hence $D$ is continuously differentiable and $D''$ jumps by $-6/w_i$ when $E$ passes $e_i$ upwards. The four jumps add to zero because $\sum_i1/w_i$ is the divided difference of a constant.

$D$ rises on the first interval and falls on the third. On the second, $D'\propto1-rx$ vanishes at $x^*=1/r=e_{32}e_{42}/(e_{31}+e_{42})$, which lies in $[0,e_{32}]$ because $e_{42}\le e_{31}+e_{42}$. The maximum is

$$D_{\max}=\frac{3(e_{21}+x^*)}{e_{31}e_{41}}\le\frac{3}{e_{41}},\tag{A15}$$

the bound following from $e_{21}+x^*\le e_{21}+e_{32}=e_{31}$.

The bound settles coinciding knots. Let knots merge with $e_{41}>0$ fixed. The left side of (A7) is continuous in the knots, the pieces converge at every $E$ that is not a knot, and they are bounded by $3/e_{41}$, so (A7) holds in the limit. An interval of zero length simply drops out, and (A12) to (A14) remain correct on the intervals that are left. Smoothness is lost one order per merged knot.

For $e_1=e_2<e_3$, (A14) starts as $6x/(e_{31}e_{41})$: $D$ is continuous with a kink. For $e_1<e_2=e_3<e_4$ the slope from (A12) at $e_2$ is $6/(e_{31}e_{41})$ and the slope from (A13) at $e_3$ is $-6/(e_{41}e_{42})$. With the knots $-1,0.5,0.5,2$ eV both have magnitude $6/(1.5\times3)$ eV⁻², and the slope jumps by $-2.666667$ eV⁻². For $e_1=e_2=e_3<e_4$ only (A13) is left, $D=3(e_4-E)^2/e_{41}^3$, which jumps from 0 to $3/e_{41}$ at $e_1$, where a whole face lies on the plane; the bound (A15) is reached here, as it is at the kink for $e_2=e_3$, where (A12) gives $3/e_{41}$. For the knots $0,0,0,1$ eV the jump is $3$ eV⁻¹. For four equal knots $\langle f(\varepsilon)\rangle=f(e_1)$, the density is $\delta(E-e_1)$ and no spline exists.

The program builds the section polygon and the clipped polyhedron explicitly, for two differently shaped tetrahedra, six sets of knots (simple, double and triple) and 23 energies each, and compares (A9) and the clipped volume with (A12) to (A14). The jumps of $D''$, the continuity of $D$ and $D'$, the kink, the step and the position of the peak are tested from the same geometry.

## A.6 Identification with the B-spline

Write $\phi_p(x)=(x-E)_+^p$, so that $D=3\,\phi_2[e_1,\dots,e_4]$. The quadratic B-spline on four knots is defined as $B(E)=e_{41}\,\phi_2[e_1,\dots,e_4]$. Its normalization is the partition of unity. On a long increasing knot sequence, (A3) writes the $j$-th spline as $\phi_2[x_{j+1},x_{j+2},x_{j+3}]-\phi_2[x_j,x_{j+1},x_{j+2}]$. The sum over $j$ telescopes to a second divided difference at knots above $E$, where $\phi_2=(x-E)^2$ gives 1, minus one at knots below $E$, where $\phi_2=0$. The density of states is therefore

$$D(E)=\frac{3}{e_{41}}\,B(E),\tag{A16}$$

the unit-area (Curry–Schoenberg) normalization of the same spline. A routine that returns the partition-of-unity $B$ must be multiplied by $3/e_{41}$.

The Cox–de Boor recurrence follows from $\phi_2(x)=(x-E)\phi_1(x)$. Rule (A4) with $x_0=e_1$ and then (A3) give

$$\phi_2[e_1,\dots,e_4]=(e_1-E)\,\frac{\phi_1[e_2,e_3,e_4]-\phi_1[e_1,e_2,e_3]}{e_{41}}+\phi_1[e_2,e_3,e_4].$$

The coefficient of $\phi_1[e_2,e_3,e_4]$ is $(e_1-E+e_{41})/e_{41}=(e_4-E)/e_{41}$, and that of $\phi_1[e_1,e_2,e_3]$ is $(E-e_1)/e_{41}$. For three knots $a<b<c$ the function $H_{abc}=2\phi_1[a,b,c]$ is a hat. For $b\le E<c$ only $c$ contributes and $H=2(c-E)/((c-a)(c-b))$. For $a\le E<b$ use $x-E=(x-E)_+-(E-x)_+$, whose left side has zero second divided difference; only $a$ contributes to $(E-x)_+$ and $H=2(E-a)/((b-a)(c-a))$. The peak at $b$ is $2/(c-a)$, so the area is 1. Thus

$$D(E)=\frac{3}{2e_{41}}\big[(E-e_1)H_{123}(E)+(e_4-E)H_{234}(E)\big].\tag{A17}$$

On the support all four factors are non-negative, so the recurrence adds two non-negative terms. Both (A16), with an independent spline routine, and (A17) are tested against the geometry.

## A.7 Moments, Green function and corner weights

**Moments.** The partial-fraction expansion $1/\prod_i(z-e_i)=\sum_i 1/(w_i(z-e_i))$ holds because the residue at $e_i$ is $1/w_i$ and both sides vanish at infinity. Expand both sides in $1/z$. The left side is $z^{-4}\prod_i(1-e_i/z)^{-1}=\sum_mh_m z^{-m-4}$, where $h_m$ is the sum of all monomials of degree $m$ in the four knots (the complete symmetric polynomial). The right side is $\sum_pz^{-p-1}\sum_ie_i^p/w_i$. Matching powers, the divided difference of $x^{m+3}$ is $h_m$. Since $(x^{m+3})'''=\frac{(m+3)!}{m!}x^m$, (A6) gives

$$\langle\varepsilon^m\rangle=\frac{6\,m!}{(m+3)!}\,h_m(e_1,\dots,e_4).\tag{A18}$$

For $m=1$ the factor is $6/24$ and the mean is $\bar e=\tfrac14\sum_ie_i$. For $m=2$ the factor is $12/120$, and $h_2=\tfrac12[(\sum_ie_i)^2+\sum_ie_i^2]$. Measuring energies from $\bar e$ removes the first term, so the variance is $\sum_i(e_i-\bar e)^2/20$. Comparing the coefficient of $e_ie_j$ in $\langle(\sum\lambda_ie_i)^2\rangle=h_2/10$ gives $2\langle\lambda_i\lambda_j\rangle=1/10$ for $i\ne j$, so $\langle\lambda_i\lambda_j\rangle=1/20$. The program tests (A18) for $m=1$ to 5 by cubature.

The same expansion gives a way to evaluate confluent divided differences. Let $M$ be the matrix with the knots $x_0,\dots,x_n$ on the diagonal and ones just above it. Solving $(z-M)\mathbf y=\mathbf u$, with $\mathbf u$ the last unit vector, from the bottom row upwards gives $y_n=1/(z-x_n)$ and $y_i=y_{i+1}/(z-x_i)$, so the top-right element of $(z-M)^{-1}$ is $1/\prod_i(z-x_i)$. Expanding in $1/z$, the top-right element of $M^p$ is the divided difference of $x^p$, and that of $e^{\alpha M}$ is the divided difference of $e^{\alpha x}$. The matrix exponential is continuous in the knots, so this holds for repeated knots too.

**Green function.** For $\operatorname{Im}z>0$ put $u=z-x$ and $g=-\tfrac12u^2\ln u$ with the principal logarithm, which is smooth because $u$ stays in the upper half plane. The $u$-derivatives of $u^2\ln u$ are $2u\ln u+u$, $2\ln u+3$ and $2/u$. With $d/dx=-d/du$, $g'''=(-1)^3(-\tfrac12)(2/u)=1/u$, and

$$G(z)=\Big\langle\frac1{z-\varepsilon}\Big\rangle=-3\sum_i\frac{(z-e_i)^2\ln(z-e_i)}{w_i}.\tag{A19}$$

As $z\to E+i0$, $\ln(z-e_i)\to\ln|E-e_i|+i\pi\,\theta(e_i-E)$, so $\operatorname{Im}G\to-3\pi\sum_i(e_i-E)_+^2/w_i=-\pi D(E)$, which recovers (A8). Far from the support the terms of (A19) grow as $z^2\ln z$ while their sum falls as $1/z$; there the series $G=\sum_m\langle\varepsilon^m\rangle/z^{m+1}$, convergent for $|z|>\max_i|e_i|$, avoids the cancellation.

The Hermite–Genocchi formula has given the density of states of a linearly interpolated band in one tetrahedron as a quadratic B-spline on its corner energies, together with its piecewise form, moments and Green function. What remains is the corner weights for matrix elements, evaluation in floating point, the worked numbers for the single tetrahedron, and a test on the whole band of the simple cubic lattice.

Numbers in the example were calculated in double precision.
